The classical Marcus barrier for carrier capture in a gate oxide

**Question**

A defect in the oxide of a transistor can capture a carrier from the channel. The trapped charge shifts the threshold voltage, so the capture rate and its dependence on bias matter for bias instability. When the charge state changes, the surrounding atoms move to new equilibrium positions. Describe this motion by one effective coordinate x, with the same stiffness K before and after capture:

V_i(x) = ½Kx²

V_f(x) = ½K(x − d)² + ΔE

The initial curve V_i includes the energy of the free carrier, which is held fixed. The final curve V_f belongs to the carrier trapped at the defect. The driving energy ΔE is the final minimum minus the initial minimum, so a negative value means that capture is downhill. The reorganisation energy λ is the energy released when the atoms relax on the final curve from x = 0 to x = d.

Use the model values λ = 1.5 eV and ΔE = −0.3 eV.

**(a) Express both curves through λ and a dimensionless coordinate, and find where they cross.**

*Answer.* By its definition, the reorganisation energy is

λ = V_f(0) − V_f(d) = (½Kd² + ΔE) − ΔE = ½Kd²

Put q = x/d. Then ½Kx² = ½Kd²q² = λq², and the second curve is rewritten in the same way:

V_i = λq²

V_f = λ(q − 1)² + ΔE

The minima lie at q = 0 and q = 1. The energy gap between the curves is

g(q) = V_f − V_i = λ(q² − 2q + 1) + ΔE − λq² = λ + ΔE − 2λq

The quadratic terms cancel because the curvatures are equal. The gap is therefore linear in q and vanishes at one point:

q_c = (λ + ΔE)/(2λ) = (1.5 − 0.3)/(2 × 1.5) = 0.40

At the initial equilibrium geometry, q = 0, the gap is λ + ΔE = 1.20 eV. With the atoms held there, the final state lies 1.20 eV too high, although its relaxed energy is 0.3 eV lower than that of the initial state. If the nuclei move classically, a thermal fluctuation must first distort the atoms before capture can conserve energy. Part (f) examines the limits of this classical picture.

**(b) Calculate the classical capture barrier and the barrier for the reverse process.**

*Answer.* The capture barrier E_b is the height of the crossing above the initial minimum, where V_i = 0:

E_b = V_i(q_c) = λ[(λ + ΔE)/(2λ)]² = (λ + ΔE)²/(4λ)

With the given values,

E_b = (1.2 eV)²/(4 × 1.5 eV) = 1.44/6 eV = 0.24 eV

The final curve gives the same height at the crossing: 1.5 × (0.4 − 1)² − 0.3 = 0.54 − 0.30 = 0.24 eV. From q = 0 to q_c the system climbs the initial curve, and from q_c to q = 1 it descends the final one, so the crossing is the highest point of this path.

The reverse barrier E_r is measured from the final minimum, whose energy is ΔE:

E_r = E_b − ΔE = [(λ + ΔE)² − 4λΔE]/(4λ) = (λ − ΔE)²/(4λ)

E_r = 0.24 − (−0.30) = 0.54 eV

The sign of ΔE matters: inserting +0.3 eV in the capture formula would give 0.54 eV, which is the barrier for leaving the trap.

These heights refer to the uncoupled curves. An electronic coupling W between the two states turns the energies at the crossing into E_b + |W| and E_b − |W|, the eigenvalues of a two-state matrix with equal diagonal elements E_b. The barrier height found here is accurate when |W| is much smaller than E_b. To use it in a Boltzmann factor exp(−E_b/k_BT), |W| must also be much smaller than k_BT, because even a small lowering of the barrier is magnified by the exponential.

**(c) Discuss how the barrier depends on ΔE at fixed λ.**

*Answer.* For ΔE = 0 the curves cross halfway, at q_c = ½, and E_b = λ/4 = 0.375 eV. The driving energy of −0.3 eV reduces this to 0.24 eV. The reduction is 0.135 eV, less than half of the driving energy.

For ΔE = −λ the final curve passes through the initial minimum. Then q_c = 0 and the barrier vanishes. If ΔE is made more negative still, q_c becomes negative and the barrier grows again. This is the inverted region, where a larger release of energy makes classical capture slower. The present case, with λ + ΔE = 1.2 eV > 0, is on the normal side.

**(d) Show how the barrier enters the capture rate, and compare the rates at 300 K and 400 K.**

*Answer.* Assume that the nuclei move classically and are in thermal equilibrium on the initial curve before capture. The probability density of q is then proportional to exp(−λq²/k_BT). Since the integral of this Gaussian over all q is √(πk_BT/λ), the normalised density is

P(q) = √[λ/(πk_BT)] exp(−λq²/k_BT)

Let W be independent of q and weak, in the sense that a single passage of the nuclei through the crossing rarely changes the charge state. The softer the mode, the slower the passage and the smaller W must be. For fixed nuclei, the golden rule gives the rate (2π/ħ)|W|²δ(g), where the delta function expresses energy conservation. Averaging over q replaces δ(g) by the probability density ρ of finding a zero gap. Because |dg/dq| = 2λ,

ρ = P(q_c)/(2λ) = √[λ/(πk_BT)]/(2λ) × exp(−λq_c²/k_BT)

The prefactor simplifies through √λ/(2λ) = 1/√(4λ), and λq_c² is E_b. Hence

ρ = exp(−E_b/k_BT)/√(4πλk_BT)

rate = (2π/ħ)|W|²ρ

This is the rate for one carrier state of fixed energy. A device rate also contains the number and energy distribution of the carriers, which are left out here.

The thermal energies are 0.02585 eV at 300 K and 0.03447 eV at 400 K. The Boltzmann factors are

exp(−0.24/0.02585) = 9.29 × 10⁻⁵ at 300 K

exp(−0.24/0.03447) = 9.47 × 10⁻⁴ at 400 K

If W does not depend on temperature, it cancels in the ratio:

rate(400 K)/rate(300 K) = √(300/400) × (9.47 × 10⁻⁴)/(9.29 × 10⁻⁵) ≈ 8.8

The exponential alone would give a factor of about 10.2. The square root lowers it because the distribution of gaps is broader at the higher temperature, which reduces its normalisation factor.

The same square root affects an activation energy read from the slope of ln(rate) against 1/(k_BT). With β = 1/(k_BT), ln(rate) = constant + ½ ln β − βE_b, so

−d ln(rate)/dβ = E_b − 1/(2β) = E_b − ½k_BT

At 300 K this is 0.24 − 0.013 = 0.227 eV, slightly below the barrier itself. This holds for classical nuclei only: with the quantum sum of part (f) and a phonon energy of 0.06 eV, the slope at 300 K is about 0.13 eV, far below E_b.

**(e) A gate bias lowers the trapped state by 0.1 eV relative to the free carrier. Find the new barriers and the change in the capture rate at 300 K.**

*Answer.* For a carrier of one elementary charge, a potential difference of 0.1 V between channel and defect, with the sign that favours trapping, produces this shift. Assume that λ and W are unchanged. For a shift δ of the driving energy,

E_b(ΔE + δ) = (λ + ΔE + δ)²/(4λ)

Expanding the square gives

E_b(ΔE + δ) = E_b(ΔE) + [(λ + ΔE)/(2λ)]δ + δ²/(4λ)

The coefficient of δ is q_c = 0.40. With δ = −0.1 eV, the linear term is −0.040 eV and the quadratic term is 0.01/6 = +0.0017 eV. The barrier changes by −0.0383 eV:

E_b = 0.2400 − 0.0383 = 0.2017 eV

Thus about two fifths of the level shift appears as a reduction of the capture barrier. The new driving energy is −0.40 eV, so the reverse barrier becomes 0.2017 + 0.40 = 0.6017 eV, an increase of 0.0617 eV. The two changes in magnitude add up to the level shift of 0.1 eV.

The prefactor of ρ depends on λ and T alone, so it cancels in the capture ratio at fixed temperature:

rate(with bias)/rate(without bias) = exp(0.0383/0.02585) ≈ 4.4

In this model the bias speeds up capture and slows down release while it is applied. Both effects favour trapped charge. The factor 4.4 does not include any change in the carrier density of the channel, which a gate bias also produces.

**(f) When does the classical treatment of the nuclei fail? Examine phonon energies ħω of 0.01, 0.02 and 0.06 eV at 300 K.**

*Answer.* A quantum oscillator has the levels (n + ½)ħω on the initial curve and ΔE + (m + ½)ħω on the final curve. Equal total energies require

m = n + p, with p = −ΔE/ħω

For the three phonon energies, p = 30, 15 and 5. Capture leaves the oscillator p quanta higher than before, which is why the process is called a multiphonon transition. The excess vibrational energy is afterwards passed to the rest of the solid.

Let φ_n be the oscillator states centred at x = 0 and χ_m those centred at x = d. The classical density ρ is replaced by

ρ_q = (1/ħω) Σ_n P_n |⟨χ_(n+p)|φ_n⟩|²

P_n = [1 − exp(−ħω/k_BT)] exp(−nħω/k_BT)

Here P_n is the thermal population of level n. The factor 1/ħω is the density of final levels; its use assumes that the levels are broadened enough to be treated as a smooth distribution. The effect of this broadening on the overlap sum itself is left out, so the ratios below are approximate, most of all for the stiffest mode. The displacement between the two sets of states is fixed by λ through the Huang–Rhys factor S = λ/ħω, which is 150, 75 and 25 in the three cases.

The overlaps were computed numerically, as elements of the matrix exponential that displaces an oscillator, in a finite basis of oscillator states. The sum included initial levels up to 1 eV above the lowest one. The ratio ρ_q/ρ at 300 K is

ħω = 0.01 eV: 1.05

ħω = 0.02 eV: 1.19

ħω = 0.06 eV: 4.0

For the softest mode, ħω is well below k_BT = 0.02585 eV and the classical rate is about 4% below the quantum one. For the stiffest mode, ħω is more than twice k_BT and the classical rate is too low by a factor of about four. The classical formula is thus a high-temperature result, approached as ħω becomes small compared with k_BT. How small it must be also depends on λ: for ħω = 0.01 eV at 300 K and the same ΔE, the ratio rises from 1.05 at λ = 1.5 eV to 1.20 at λ = 6 eV. In the latter case the crossing lies 1.35 eV above the initial minimum, so the sum must include levels well above 1 eV. It depends on ΔE as well: in the inverted region, at λ = 1.5 eV and ΔE = −2.7 eV, the barrier is again 0.24 eV, but the ratios for the three phonon energies are 1.21, 2.0 and 27.

The quantum sum contains initial levels whose energy lies below the crossing. Classical nuclei with that energy could not reach q_c, but the wavefunctions extend past the classical turning points and can overlap there. This contribution is nuclear tunnelling. The calculation does not separate it from the other quantum corrections, so it does not show what share of the excess is due to tunnelling.

The value E_b = 0.24 eV is unaffected, since it is a property of the two energy curves. What changes is its use: for stiff modes, the factor exp(−E_b/k_BT) with its classical prefactor no longer gives the rate.
